\section*{Critical thickness of a strained film: the Matthews-Blakeslee force balance, part 1}

(Sections cited here and not found follow in the second part.)

\section{Misfit force and the energy of a straight line}

\subsection{What a constant line energy gets wrong}

A film grown coherently on a substrate of different lattice parameter is strained. When it is thick enough, a dislocation that threads through it can glide sideways and leave a misfit dislocation at the interface, which relieves part of the strain. To design a film that stays coherent, we need the thickness at which this becomes possible.

The simplest estimate gives the misfit dislocation a fixed energy $T$ per unit length. The misfit stress pushes the threading segment with a force proportional to the film thickness $h$ and to the misfit strain $f$. Writing this force as $Afh$, with $A$ independent of $h$ and $f$, the balance is
\begin{equation}
 Afh=T,\qquad h=\frac{T}{Af}.
\end{equation}
The product $fh$ should then be the same for every film. In the worked example below, the balance with a line energy that depends on thickness gives a critical thickness of 3.63 nm at $f=2\,\%$ and 53.4 nm at $f=0.25\,\%$. Scaling the first value by $1/f$ would give $8\times3.63=29.0$ nm at the smaller misfit, which is 46\,\% below the result of the full balance. The fault lies in $T$: the energy of a dislocation depends on how far it lies from the free surface, and that distance is the film thickness.

We keep the force balance, make each side of it precise, and replace the constant $T$ by an energy derived from elasticity.

\subsection{Geometry and stress of the coherent film}

Let $z$ point out of the film, with the interface at $z=0$ and the free surface at $z=h$. The misfit dislocation runs along $y$, and $x$ is the in-plane direction normal to it. The Burgers vector is $\mathbf b=(b_x,b_y,b_z)$, of length $b$. Two angles describe it:
\begin{equation}
 |b_y|=b\cos\theta,\qquad |b_x|=b\cos\lambda .
\end{equation}
Thus $\theta$ is the angle between the Burgers vector and the misfit line, and $\lambda$ is the angle between the Burgers vector and the in-plane normal to that line. Both are taken between $0$ and $90^\circ$.

Film and substrate are treated as isotropic linear elastic bodies with the same shear modulus $\mu$ and Poisson ratio $\nu$. The substrate is so thick that its own strain is negligible, and the misfit stress is confined to the film. We take the film to be in tension, $\varepsilon_{xx}=\varepsilon_{yy}=f>0$. For a compressed film the stress changes sign and the dislocation travels the opposite way; for a given perfect dislocation the magnitudes below are unchanged.

Hooke's law reads
\begin{equation}
 \sigma_{ij}=2\mu\varepsilon_{ij}+\Lambda\delta_{ij}\varepsilon_{kk},
 \qquad \Lambda=\frac{2\mu\nu}{1-2\nu}.
\end{equation}
The free surface requires $\sigma_{zz}=0$, so $(\Lambda+2\mu)\varepsilon_{zz}+2\Lambda f=0$. Since $\Lambda+2\mu=2\mu(1-\nu)/(1-2\nu)$,
\begin{equation}
 \varepsilon_{zz}=-\frac{2\nu}{1-\nu}f,\qquad
 \varepsilon_{kk}=2f-\frac{2\nu}{1-\nu}f=\frac{2(1-2\nu)}{1-\nu}f .
\end{equation}
The in-plane stress is therefore
\begin{equation}
 \sigma_0=2\mu f+\frac{2\mu\nu}{1-2\nu}\,\frac{2(1-2\nu)}{1-\nu}f
 =2\mu f\,\frac{1+\nu}{1-\nu}.
 \label{eq:stress}
\end{equation}
As a limit, $\nu=0$ gives $\sigma_0=2\mu f$. This is Young's modulus times $f$, as it must be when the two in-plane directions do not influence each other.

\subsection{Misfit force: a flat strip, then an arm of any shape}

The dislocation has a threading arm, which crosses the film from interface to surface, and a misfit line, which trails behind it along $y$. We first find the energy that the misfit stress gives up when the arm advances.

Let $\boldsymbol\sigma^m$ be the misfit stress, and let $\boldsymbol\sigma^d,\boldsymbol\varepsilon^d,\mathbf u^d$ be the fields of the dislocation. The elastic energy is quadratic, so it contains the two self-energies and a cross term. The symmetry of the elastic moduli makes the two halves of the cross term equal:
\begin{equation}
 W_{\rm int}=\int\sigma^m_{ij}\varepsilon^d_{ij}\,dV
 =\int\partial_j\!\left(\sigma^m_{ij}u^d_i\right)dV .
\end{equation}
The second form uses $\partial_j\sigma^m_{ij}=0$. It turns into surface integrals. The free surface and the outer surfaces of the substrate contribute nothing, because the misfit stress exerts no traction there. The uniform stress does load side faces of the film, but the displacement of the dislocation decays with distance, and faces at distance $R$ contribute a relative amount of order $h/R$, which vanishes for a wide film. The interface contributes nothing, because the traction components $\sigma^m_{iz}$ vanish on both sides of it. What remains is the surface $S$ across which the crystal has slipped. Let $\mathbf n$ point from its minus side to its plus side, with $\mathbf u^+-\mathbf u^-=\mathbf b$. The outward normal of the plus region on $S$ is $-\mathbf n$, so
\begin{equation}
 W_{\rm int}=-\int_S \mathbf n\cdot\boldsymbol\sigma^m\cdot\mathbf b\,dS .
 \label{eq:interaction}
\end{equation}
The energy released is the misfit traction times the slip, integrated over the slipped area.

For a flat slip plane containing $y$, the normal has $n_y=0$. The misfit stress is $\sigma_0\,{\rm diag}(1,1,0)$, so $\mathbf n\cdot\boldsymbol\sigma^m\cdot\mathbf b=\sigma_0n_xb_x$. The slipped strip is inclined. Its direction perpendicular to $y$ has vertical component $|n_x|$, so its width is $h/|n_x|$. Per unit advance the energy released has magnitude
\begin{equation}
 F_m=\sigma_0|n_x||b_x|\frac{h}{|n_x|}=\sigma_0 b h\cos\lambda .
 \label{eq:misfitforce}
\end{equation}
The tilt of the slip plane cancels: a shallower plane gives a wider strip and a proportionally smaller traction. For glide the plane must contain $\mathbf b$ as well as $y$, which fixes $|n_x|=|b_z|/\sqrt{b_x^2+b_z^2}$. If $b_z=0$ and $b_x\neq0$, the glide plane is parallel to the interface and no arm can glide across the film. The balance derived below then does not describe glide, even though it still returns a number.

The arm need not be straight. If an element $d\mathbf l$ moves by $\delta\mathbf r$, it sweeps the vector area $\delta\mathbf r\times d\mathbf l$. The work is $(\boldsymbol\sigma^m\mathbf b)\cdot(\delta\mathbf r\times d\mathbf l)=\delta\mathbf r\cdot(d\mathbf l\times\boldsymbol\sigma^m\mathbf b)$. Up to the sign set by the choice of line sense, this is the Peach-Koehler force $d\mathbf F=(\boldsymbol\sigma^m\mathbf b)\times d\mathbf l$. Since $\boldsymbol\sigma^m\mathbf b=\sigma_0(b_x,b_y,0)$, its component along $y$ is
\begin{equation}
 dF_y=0\cdot dl_x-\sigma_0b_x\,dl_z,\qquad
 F_y=-\sigma_0b_x\int_0^h dz=-\sigma_0b_xh .
\end{equation}
A bowed arm thus feels the same total force along $y$ as a straight one. A numerical sum over a bowed arm on a $\{111\}$ plane tests this.

The limit $\cos\lambda=0$ is instructive. A pure screw misfit line has its Burgers vector along $y$, so $b_x=0$ and the driving force vanishes. Such a line does not relieve the misfit, whatever the film thickness.

\subsection{Why the retarding force is an energy per length}

When the arm advances by $\delta y$, the pattern of dislocation stress around it moves along unchanged. The misfit line behind it becomes longer by $\delta y$. If $E(h)$ is the self-energy per unit length of a long misfit line below the surface, the self-energy grows by $E(h)\,\delta y$. The retarding force on the arm is therefore
\begin{equation}
 F_l=E(h).
 \label{eq:retard}
\end{equation}
The energy of the arm itself drops out because it is carried along. For the same reason, no derivative of the line energy with respect to orientation appears.

This argument needs a misfit line much longer than $h$. At its far end the dislocation continues down into the substrate. The stress of that fixed part at distance $L$ is of order $\mu b/L$, and it acts on an arm of height $h$. The resulting force, of order $\mu b^2h/L$, becomes negligible for $L\gg h$.

\subsection{Line energy, simplest case: a screw in an infinite body}

To find $E(h)$ we begin without a surface. A straight screw dislocation with Burgers component $b_s$ along the line has the displacement $u_y=b_s\phi/2\pi$, where $r,\phi$ are polar coordinates around it. The only stress is
\begin{equation}
 \sigma_{\phi y}=\frac{\mu}{r}\frac{\partial u_y}{\partial\phi}=\frac{\mu b_s}{2\pi r}.
\end{equation}
The energy density is $\sigma_{\phi y}^2/2\mu$. A ring of radius $r$ and width $dr$ holds, per unit length of line,
\begin{equation}
 dE=\frac{1}{2\mu}\left(\frac{\mu b_s}{2\pi r}\right)^2 2\pi r\,dr
 =\frac{\mu b_s^2}{4\pi}\frac{dr}{r}.
 \label{eq:screwring}
\end{equation}
Each factor of two in radius holds the same energy. This is the source of the logarithm.

\subsection{Generalization to edge and mixed lines}

For an edge component $b_e$ perpendicular to the line, we try the plane-strain stresses
\begin{equation}
 \sigma_{rr}=\sigma_{\phi\phi}=-\frac{D\sin\phi}{r},\qquad
 \sigma_{r\phi}=\frac{D\cos\phi}{r},
 \label{eq:edge}
\end{equation}
with $\phi$ measured from the direction of $b_e$. Both equilibrium equations hold:
\begin{align}
 \partial_r\sigma_{rr}+\frac1r\partial_\phi\sigma_{r\phi}
 +\frac{\sigma_{rr}-\sigma_{\phi\phi}}r
 &=\frac{D\sin\phi}{r^2}-\frac{D\sin\phi}{r^2}+0=0,\\
 \partial_r\sigma_{r\phi}+\frac1r\partial_\phi\sigma_{\phi\phi}
 +\frac{2\sigma_{r\phi}}r
 &=\frac{D\cos\phi}{r^2}(-1-1+2)=0 .
\end{align}

The constant $D$ follows from the displacement. With $A=D/2\mu$, Hooke's law in plane strain gives
\begin{equation}
 \varepsilon_{rr}=\varepsilon_{\phi\phi}=-\frac{A(1-2\nu)\sin\phi}{r},\qquad
 \varepsilon_{r\phi}=\frac{A\cos\phi}{r}.
\end{equation}
Integrating $\varepsilon_{rr}=\partial_ru_r$, and then $r\varepsilon_{\phi\phi}=\partial_\phi u_\phi+u_r$, gives
\begin{align}
 u_r&=-A(1-2\nu)\sin\phi\,\ln r+G'(\phi),\\
 u_\phi&=A(1-2\nu)\cos\phi\,(1-\ln r)-G(\phi),
\end{align}
where $G$ is still free and a rigid rotation has been dropped. The shear strain satisfies $2r\varepsilon_{r\phi}=\partial_\phi u_r+r\partial_ru_\phi-u_\phi$. The terms in $\ln r$ cancel, leaving
\begin{equation}
 G''+G-2A(1-2\nu)\cos\phi=2A\cos\phi,
\end{equation}
or $G''+G=4A(1-\nu)\cos\phi$. Since $(\phi\sin\phi)''+\phi\sin\phi=2\cos\phi$, a solution is $G=2A(1-\nu)\phi\sin\phi$. After one turn, $u_r$ has changed by $4\pi A(1-\nu)\cos\phi$ and $u_\phi$ by $-4\pi A(1-\nu)\sin\phi$. These are the polar components of a constant vector along $\phi=0$. Its length must be $b_e$, so
\begin{equation}
 b_e=4\pi(1-\nu)A,\qquad D=\frac{\mu b_e}{2\pi(1-\nu)} .
\end{equation}
The traction on a circle also sums to zero, because its components are proportional to $\sin2\phi$ and $\cos2\phi$. The field therefore contains a dislocation and no line force.

The energy density is
\begin{equation}
 w=\tfrac12(\sigma_{rr}\varepsilon_{rr}+\sigma_{\phi\phi}\varepsilon_{\phi\phi}
 +2\sigma_{r\phi}\varepsilon_{r\phi})
 =\frac{D^2}{2\mu r^2}\left[(1-2\nu)\sin^2\phi+\cos^2\phi\right].
\end{equation}
Integrating over the ring, with $\int_0^{2\pi}\sin^2\phi\,d\phi=\int_0^{2\pi}\cos^2\phi\,d\phi=\pi$,
\begin{equation}
 dE=\frac{\pi D^2(1-\nu)}{\mu}\frac{dr}{r}
 =\frac{\mu b_e^2}{4\pi(1-\nu)}\frac{dr}{r}.
\end{equation}

In a mixed dislocation, the screw part has only $ry$ and $\phi y$ components, which the edge part lacks. There is no cross energy. With $b_s=b\cos\theta$ and $b_e=b\sin\theta$, the ring energy is $K\,dr/r$, where
\begin{equation}
 K=\frac{\mu b^2}{4\pi(1-\nu)}\left[(1-\nu)\cos^2\theta+\sin^2\theta\right]
 =\frac{\mu b^2(1-\nu\cos^2\theta)}{4\pi(1-\nu)} .
 \label{eq:K}
\end{equation}
At $\theta=0$ this returns the screw result \eqref{eq:screwring}. In an infinite body the sum over rings diverges at large $r$. A finite $E(h)$ needs the free surface.

\section{The free surface, the balance and the critical thickness}

\subsection{Symbols and results carried over}

The film has thickness $h$, misfit strain magnitude $f$, shear modulus $\mu$ and Poisson ratio $\nu$. The Burgers vector has length $b$. It makes the angle $\theta$ with the misfit line and $\lambda$ with the in-plane normal to that line. The slip-plane normal has component $n_x$ along this in-plane normal. The first half gave
\begin{equation}
 \sigma_0=2\mu f\frac{1+\nu}{1-\nu},\quad
 F_m=\sigma_0bh\cos\lambda,\quad F_l=E(h),\quad
 K=\frac{\mu b^2(1-\nu\cos^2\theta)}{4\pi(1-\nu)}.
 \label{eq:recap}
\end{equation}
Here $F_m$ drives the threading arm, $F_l$ holds it back, and $K\,dr/r$ is the energy per length in a thin ring around a straight dislocation in an infinite body. It remains to find $E(h)$, the self-energy per length of a misfit line at depth $h$.

We now have the misfit force that drives the threading arm, the retarding force $E(h)$, and the coefficient $K$ of the ring energy in an infinite body. What remains is to find $E(h)$ with the free surface included, and then to balance the two forces to obtain the critical thickness.
